# Is Matthiessen's rule exact for independent scattering mechanisms?: a program that tests the result

```python
"""
Result under test: for two independent scattering mechanisms with symmetric,
positive semidefinite collision operators P1 and P2, the resistivities obey
    rho(P1 + P2) >= rho(P1) + rho(P2),
with equality only if both mechanisms give the same shape of response phi.
Symbols: X = driving term (charge times velocity along the field),
phi = response with P phi proportional to X, scaled to <phi, X> = 1,
rho = 1 / <X, P^-1 X>, W = symmetric transition rates, tau = relaxation time,
x = energy / kT. L = acoustic phonons, I = ionized impurities.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar
from scipy.special import gamma, sici

rng = np.random.default_rng(7)

# ---------- two groups of carriers with opposite preferences ----------
print("Two equal carrier groups, rates (1,M) and (M,1), model units")
for M in (9.0, 99.0):
    rates_1, rates_2 = np.array([1.0, M]), np.array([M, 1.0])
    r1, r2, r12 = [1 / np.mean(1 / g)
                   for g in (rates_1, rates_2, rates_1 + rates_2)]
    assert np.isclose(r1, 2 * M / (M + 1)) and np.isclose(r12, M + 1)
    assert np.isclose(r12 / (r1 + r2), (M + 1)**2 / (4 * M))
    print(f"  M={M:.0f}: rho1={r1:.4f} rho2={r2:.4f} total={r12:.4f}"
          f" total/sum={r12 / (r1 + r2):.4f}")

# ---------- full scattering matrices on a Fermi circle ----------
N = 24
theta = 2 * np.pi * (np.arange(N) + 0.5) / N
X = np.cos(theta)
angle = theta[:, None] - theta[None, :]


def collision_matrix(W):
    return (np.diag(W.sum(axis=1)) - W) / N


def solve_transport(W):
    """Resistivity and normalized response from the linear equation."""
    phi = np.linalg.lstsq(collision_matrix(W), X, rcond=1e-12)[0]
    sigma = np.mean(X * phi)
    return 1 / sigma, phi / sigma


def dissipation(W, phi):
    """Pair-sum form of <phi, P phi>."""
    return 0.5 * np.mean(W * (phi[:, None] - phi[None, :])**2)


hot = 0.2 + 4 * np.cos(2 * theta)**4
W_iso = np.ones((N, N))
W_fwd = np.exp(2 * np.cos(angle))
W_hot = np.outer(hot, hot) * np.exp(np.cos(angle))
rho_iso, phi_iso = solve_transport(W_iso)
rho_fwd, phi_fwd = solve_transport(W_fwd)
rho_hot, phi_hot = solve_transport(W_hot)
rho_same, _ = solve_transport(W_iso + W_fwd)
rho_diff, phi_diff = solve_transport(W_iso + W_hot)

# Variational principle: blind minimization against the linear solution.
W_sum = W_iso + W_hot
search = minimize(lambda p: dissipation(W_sum, p) / np.mean(p * X)**2,
                  X + 0.3 * rng.normal(size=N), method="BFGS")
assert abs(search.fun / rho_diff - 1) < 1e-6

# Different operators, same response shape: the rule is exact.
P_iso, P_fwd = collision_matrix(W_iso), collision_matrix(W_fwd)
scale = np.sum(P_iso * P_fwd) / np.sum(P_iso**2)
operator_mismatch = (np.linalg.norm(P_fwd - scale * P_iso)
                     / np.linalg.norm(P_fwd))
assert operator_mismatch > 0.05
assert np.allclose(phi_iso - phi_iso.mean(), phi_fwd - phi_fwd.mean())
assert abs(rho_same / (rho_iso + rho_fwd) - 1) < 1e-11

# Different response shapes: strict inequality and exact excess.
excess = rho_diff - rho_iso - rho_hot
excess_iso = dissipation(W_iso, phi_diff - phi_iso)
excess_hot = dissipation(W_hot, phi_diff - phi_hot)
assert excess > 0.01 * (rho_iso + rho_hot)
assert abs(excess - excess_iso - excess_hot) < 1e-10
upper_bound = rho_iso + dissipation(W_hot, phi_iso)
assert rho_diff < upper_bound

# Weak addition: finite-difference slope against the host-response formula.
step = 1e-5
slope_numeric = (solve_transport(W_iso + step * W_hot)[0]
                 - solve_transport(W_iso - step * W_hot)[0]) / (2 * step)
slope_formula = dissipation(W_hot, phi_iso)
assert abs(slope_numeric / slope_formula - 1) < 1e-5
assert slope_formula > rho_hot

# Random symmetric rates.
random_ratios = []
for _ in range(300):
    pair = []
    for _ in range(2):
        A = rng.random((N, N))**6
        pair.append(A + A.T)
    separate = sum(solve_transport(W)[0] for W in pair)
    random_ratios.append(solve_transport(pair[0] + pair[1])[0] / separate)
assert min(random_ratios) >= 1 - 1e-11

print("Fermi circle, 24 states, model units")
print(f"  rho isotropic = {rho_iso:.5f}, forward = {rho_fwd:.5f},"
      f" hot-spot = {rho_hot:.5f}")
print(f"  relative operator mismatch iso/forward = {operator_mismatch:.4f}")
print(f"  iso+forward: total = {rho_same:.5f},"
      f" sum = {rho_iso + rho_fwd:.5f}")
print(f"  iso+hot-spot: total = {rho_diff:.5f},"
      f" sum = {rho_iso + rho_hot:.5f}")
print(f"  excess = {excess:.5f} = {excess_iso:.5f} (iso term)"
      f" + {excess_hot:.5f} (hot term)")
print(f"  minimum found by blind search = {search.fun:.5f}")
print(f"  upper bound from isotropic response = {upper_bound:.5f}")
print(f"  initial slope on adding hot-spot rates = {slope_numeric:.5f}")
print(f"  300 random pairs: total/sum from {min(random_ratios):.5f}"
      f" to {max(random_ratios):.5f}")

# ---------- parabolic band: phonons and ionized impurities ----------
mass, density_cm3, temperature = 0.3, 1e16, 300.0
tau_a_ps, tau_i_ps = 0.3, 0.05
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
time_au = const.physical_constants["atomic unit of time"][0]
rho_au_ohm_cm = 100 * const.hbar * bohr / const.e**2
kT = const.k * temperature / hartree
density = density_cm3 * 1e6 * bohr**3
ps = 1e-12 / time_au


def tau_L(x):
    return tau_a_ps * x**-0.5


def tau_I(x):
    return tau_i_ps * x**1.5


def tau_both(x):
    return 1 / (1 / tau_L(x) + 1 / tau_I(x))


# Direct wave-vector integration in atomic units.
nodes, weights = np.polynomial.legendre.leggauss(300)
k_max = np.sqrt(2 * mass * 60 * kT)
k = 0.5 * k_max * (nodes + 1)
dk = 0.5 * k_max * weights
x_k = k**2 / (2 * mass * kT)
states = 2 * 4 * np.pi * k**2 / (2 * np.pi)**3
fugacity = density / np.sum(dk * states * np.exp(-x_k))
occupation = fugacity * np.exp(-x_k)


def rho_direct(tau):
    sigma = np.sum(dk * states * occupation / kT
                   * (k / mass)**2 / 3 * tau(x_k) * ps)
    return rho_au_ohm_cm / sigma


def average(function):
    value = quad(lambda x: x**1.5 * np.exp(-x) * function(x), 0, 80,
                 epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return value / gamma(2.5)


rho_L, rho_I, rho_tot = map(rho_direct, (tau_L, tau_I, tau_both))
unit = mass / (density * ps) * rho_au_ohm_cm
mean_L = tau_a_ps * gamma(2) / gamma(2.5)
mean_I = tau_i_ps * gamma(4) / gamma(2.5)
mean_both = average(tau_both)
assert np.isclose(rho_L, unit / mean_L, rtol=1e-8)
assert np.isclose(rho_I, unit / mean_I, rtol=1e-8)
assert np.isclose(rho_tot, unit / mean_both, rtol=1e-7)
assert fugacity < 0.01

part_L = unit * average(lambda x: (tau_both(x) / mean_both
                                   - tau_L(x) / mean_L)**2 / tau_L(x))
part_I = unit * average(lambda x: (tau_both(x) / mean_both
                                   - tau_I(x) / mean_I)**2 / tau_I(x))
excess_band = rho_tot - rho_L - rho_I
assert np.isclose(excess_band, part_L + part_I, rtol=1e-6)


def total_quadrature(ratio):
    """rho / rho_L for ratio = rho_I / rho_L, by direct integration."""
    r = 6 * ratio
    edges = [0, min(np.sqrt(r), 1), 5, 80]
    sigma = sum(quad(lambda x: x**3 * np.exp(-x) / (x**2 + r), lo, hi,
                     epsabs=1e-14, epsrel=1e-11, limit=200)[0]
                for lo, hi in zip(edges[:-1], edges[1:]))
    return 1 / sigma


def total_closed(ratio):
    a = np.sqrt(6 * ratio)
    Si, Ci = sici(a)
    return 1 / (1 + a**2 * (Ci * np.cos(a) + (Si - np.pi / 2) * np.sin(a)))


assert np.isclose(rho_tot / rho_L, total_closed(rho_I / rho_L), rtol=1e-7)

print("Parabolic band, phonons (L) and ionized impurities (I)")
print(f"  mass = {mass} m_e, n = {density_cm3:.0e} cm^-3,"
      f" T = {temperature:.0f} K")
print(f"  tau_a = {tau_a_ps} ps, tau_i = {tau_i_ps} ps")
print(f"  kT = {kT:.4e} hartree, fugacity = {fugacity:.5f}")
print(f"  mean tau: L = {mean_L:.5f}, I = {mean_I:.5f},"
      f" both = {mean_both:.5f} ps")
print(f"  rho_L = {rho_L:.5f} ohm cm, rho_I = {rho_I:.5f} ohm cm")
print(f"  sum = {rho_L + rho_I:.5f} ohm cm, total = {rho_tot:.5f} ohm cm")
print(f"  total in atomic units = {rho_tot / rho_au_ohm_cm:.4e}")
print(f"  excess = {excess_band:.5f} ohm cm"
      f" = {100 * excess_band / (rho_L + rho_I):.2f} % of the sum")
print(f"  excess terms: L = {part_L:.5f}, I = {part_I:.5f} ohm cm")

print("  rho_I/rho_L   rho/rho_L   excess over sum in %")
for ratio in (0.01, 0.1, 0.5, 1.0, 2.0, 10.0, 100.0):
    total = total_quadrature(ratio)
    assert np.isclose(total, total_closed(ratio), rtol=1e-8)
    assert total > 1 + ratio
    print(f"  {ratio:10.2f} {total:12.5f}"
          f" {100 * (total / (1 + ratio) - 1):12.2f}")


def relative_total(log_ratio):
    ratio = 10**log_ratio
    return total_quadrature(ratio) / (1 + ratio)


best = minimize_scalar(lambda s: -relative_total(s), bounds=(-2, 2),
                       method="bounded", options={"xatol": 1e-7})
scan = max(relative_total(s) for s in np.linspace(-4, 3, 141))
assert -best.fun >= scan - 1e-9
print(f"  largest excess = {100 * (-best.fun - 1):.2f} %"
      f" at rho_I/rho_L = {10**best.x:.3f}")

# Small additions to a host dominated by the other mechanism.
big = 1000.0
phonon_factor = total_quadrature(big) - big
assert abs(phonon_factor / (10 / 3) - 1) < 0.01
small = 1e-6
impurity_factor = (total_quadrature(small) - 1) / small
log_formula = 6 * (-np.euler_gamma - 0.5 * np.log(6 * small))
assert abs(impurity_factor / log_formula - 1) < 2e-3
print(f"  weak phonons in impurity host (rho_I/rho_L = {big:.0f}):"
      f" rise/rho_L = {phonon_factor:.4f}")
print(f"  weak impurities in phonon host (rho_I/rho_L = {small:.0e}):"
      f" rise/rho_I = {impurity_factor:.3f}")
print(f"  logarithmic formula for that rise/rho_I = {log_formula:.3f}")

print("all good")
```

Output:

```
Two equal carrier groups, rates (1,M) and (M,1), model units
  M=9: rho1=1.8000 rho2=1.8000 total=10.0000 total/sum=2.7778
  M=99: rho1=1.9800 rho2=1.9800 total=100.0000 total/sum=25.2525
Fermi circle, 24 states, model units
  rho isotropic = 2.00000, forward = 1.37790, hot-spot = 1.81095
  relative operator mismatch iso/forward = 0.2204
  iso+forward: total = 3.37790, sum = 3.37790
  iso+hot-spot: total = 4.56891, sum = 3.81095
  excess = 0.75797 = 0.45371 (iso term) + 0.30426 (hot term)
  minimum found by blind search = 4.56891
  upper bound from isotropic response = 6.01731
  initial slope on adding hot-spot rates = 4.01731
  300 random pairs: total/sum from 1.01855 to 1.15411
Parabolic band, phonons (L) and ionized impurities (I)
  mass = 0.3 m_e, n = 1e+16 cm^-3, T = 300 K
  tau_a = 0.3 ps, tau_i = 0.05 ps
  kT = 9.5004e-04 hartree, fugacity = 0.00243
  mean tau: L = 0.22568, I = 0.22568, both = 0.07952 ps
  rho_L = 0.47174 ohm cm, rho_I = 0.47174 ohm cm
  sum = 0.94348 ohm cm, total = 1.33871 ohm cm
  total in atomic units = 6.1579e+04
  excess = 0.39522 ohm cm = 41.89 % of the sum
  excess terms: L = 0.23177, I = 0.16345 ohm cm
  rho_I/rho_L   rho/rho_L   excess over sum in %
        0.01      1.07349         6.29
        0.10      1.36895        24.45
        0.50      2.11773        41.18
        1.00      2.83780        41.89
        2.00      4.09429        36.48
       10.00     12.71973        15.63
      100.00    103.22461         2.20
  largest excess = 42.37 % at rho_I/rho_L = 0.766
  weak phonons in impurity host (rho_I/rho_L = 1000): rise/rho_L = 3.3213
  weak impurities in phonon host (rho_I/rho_L = 1e-06): rise/rho_I = 32.632
  logarithmic formula for that rise/rho_I = 32.608
all good
```
